# The XMCD spin sum rule at L2,3 edges and its failure: test program

```python
"""XMCD spin sum rule for 2p -> 3d absorption, and its failure by edge mixing.

Result under test, for a ground state with a full 2p shell and nh holes in 3d:
    (A3 - 2*A2)/Itot = (2*Sz + 7*Tz)_holes / (3*nh)
A3, A2 : I(q=+1) - I(q=-1) with the core hole in j=3/2 or j=1/2
Itot   : intensity summed over q = -1, 0, +1 and over both core levels
q      : change of magnetic quantum number m of the excited electron
Tz     : sum over particles of [s - 3 n (n.s)]_z, n = unit position vector
The rule is exact for core-level projectors. It is compared with sums over
energy windows of the full p5 d9 spectrum, where core-valence Coulomb terms
(direct F2, exchange G1 and G3) mix the core levels.
Energies are in eV; the squared radial dipole integral is set to one.
"""
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv

# ---------- angular matrices by quadrature on the sphere ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phis = 2 * pi * np.arange(16) / 16
X, PHI = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
WEIGHT = np.repeat(node_weights, 16) * 2 * pi / 16


def ylm(l, m):
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, X) * np.exp(1j * k * PHI)
    return y if m >= 0 else (-1) ** k * y.conj()


orbitals = [(l, m) for l in (1, 2) for m in range(-l, l + 1)]
Y = np.array([ylm(l, m) for l, m in orbitals])


def angular(f):
    return (Y.conj() * (WEIGHT * f)) @ Y.T


def c_tensor(k, q):
    return angular(sqrt(4 * pi / (2 * k + 1)) * ylm(k, q))


sin_theta = np.sqrt(1 - X**2)
n_vec = [sin_theta * np.cos(PHI), sin_theta * np.sin(PHI), X]
l_plus = np.zeros((8, 8), complex)
for i, (l, m) in enumerate(orbitals):
    if m < l:
        l_plus[i + 1, i] = sqrt(l * (l + 1) - m * (m + 1))
l_minus = l_plus.conj().T
l_vec = [(l_plus + l_minus) / 2, (l_plus - l_minus) / 2j,
         np.diag([m for _, m in orbitals]).astype(complex)]
s_vec = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
         np.diag([0.5, -0.5])]
one2, one8 = np.eye(2), np.eye(8)
p_orb, d_orb = slice(0, 3), slice(3, 8)
P, D = slice(0, 6), slice(6, 16)      # spin orbitals: index 2*orbital + spin


def block(M, rows, cols):
    Z = np.zeros_like(M, dtype=complex)
    Z[rows, cols] = M[rows, cols]
    return Z


# ---------- one-particle identities ----------
C1 = {q: c_tensor(1, q)[d_orb, p_orb] for q in (-1, 0, 1)}
n_dp = [angular(f)[d_orb, p_orb] for f in n_vec]
p_cart = [np.array([1, 0, -1]) / sqrt(2), 1j * np.array([1, 0, 1]) / sqrt(2),
          np.array([0, 1, 0])]
ket = [[n_dp[i] @ p_cart[m] for m in range(3)] for i in range(3)]
unit5 = np.eye(5)
norm_op = sum(np.outer(ket[i][m], ket[i][m].conj())
              for i in range(3) for m in range(3))
assert np.allclose(norm_op, 0.4 * unit5, atol=1e-12)
assert np.allclose(sum(c @ c.conj().T for c in C1.values()), 0.4 * unit5)
for a in range(3):
    la = l_vec[a][p_orb, p_orb]
    W = C1[1] @ la @ C1[1].conj().T - C1[-1] @ la @ C1[-1].conj().T
    same = float(a == 2)
    pair = sum(np.outer(ket[i][2], ket[i][a].conj()) for i in range(3))
    assert np.allclose(W, same * norm_op - pair - pair.conj().T, atol=1e-12)
    Q = same * unit5 - 3 * angular(n_vec[2] * n_vec[a])[d_orb, d_orb]
    assert np.allclose(W, 2 / 15 * same * unit5 + 7 / 15 * Q, atol=1e-12)
orbital_op = C1[1] @ C1[1].conj().T - C1[-1] @ C1[-1].conj().T
assert np.allclose(orbital_op, l_vec[2][d_orb, d_orb] / 5, atol=1e-12)

ls = sum(np.kron(l_vec[a], s_vec[a]) for a in range(3))
sz = np.kron(one8, s_vec[2])
lz = np.kron(l_vec[2], one2)
tz = sz - 3 * sum(np.kron(angular(n_vec[2] * n_vec[a]), s_vec[a])
                  for a in range(3))
core_e, core_u = np.linalg.eigh(ls[P, P])
u_half, u_three = core_u[:, core_e < 0], core_u[:, core_e > 0]
P_half, P_three = u_half @ u_half.conj().T, u_three @ u_three.conj().T
assert np.allclose(P_three, 2 / 3 * (np.eye(6) + ls[P, P]))
assert np.allclose(P_half, 1 / 3 * (np.eye(6) - 2 * ls[P, P]))
weighted = 0
for q in (1, -1):
    c = np.kron(C1[q], one2)
    weighted = weighted + q * c @ (P_three - 2 * P_half) @ c.conj().T
assert np.allclose(weighted, 2 / 15 * (2 * sz + 7 * tz)[D, D], atol=1e-12)

# ---------- many-electron matrices from determinants ----------
ground_basis = [63 | sum(1 << (6 + i) for i in c)
                for c in combinations(range(10), 8)]
full = (1 << 16) - 1
final_basis = [full ^ (1 << p) ^ (1 << d)
               for p in range(6) for d in range(6, 16)]


def many_body(terms, to, start):
    """terms: (coefficient, operations in order of action); 1 creates."""
    index = {s: i for i, s in enumerate(to)}
    M = np.zeros((len(to), len(start)), complex)
    for j, first in enumerate(start):
        for coef, ops in terms:
            state, sign = first, 1
            for orb, create in ops:
                if ((state >> orb) & 1) == create:
                    break
                if bin(state & ((1 << orb) - 1)).count("1") % 2:
                    sign = -sign
                state ^= 1 << orb
            else:
                M[index[state], j] += coef * sign
    return M


def one_body(M, to, start):
    terms = [(M[a, b], ((b, 0), (a, 1)))
             for a, b in np.argwhere(abs(M) > 1e-12).tolist()]
    return many_body(terms, to, start)


def coulomb(k, kind, basis):
    """Coulomb operator for a unit Slater integral of the given kind."""
    V = np.zeros((16,) * 4, complex)
    for q in range(-k, k + 1):
        M = np.kron(c_tensor(k, q), one2)
        dd, pp = block(M, D, D), block(M, P, P)
        dp, pd = block(M, D, P), block(M, P, D)
        pairs = {"dd": [(dd, dd)], "direct": [(dd, pp), (pp, dd)],
                 "exchange": [(pd, pd), (dp, dp)]}[kind]
        for left, right in pairs:
            V += np.einsum("ca,bd->abcd", left.conj(), right)
    terms = [(V[a, b, c, d] / 2, ((c, 0), (d, 0), (b, 1), (a, 1)))
             for a, b, c, d in np.argwhere(abs(V) > 1e-12).tolist()]
    return many_body(terms, basis, basis)


dd2, dd4 = (coulomb(k, "dd", ground_basis) for k in (2, 4))
for k in (2, 4):                      # one d hole: only a constant shift
    shift = coulomb(k, "dd", final_basis)
    assert np.allclose(shift, shift[0, 0] * np.eye(60), atol=1e-10)
V_direct = coulomb(2, "direct", final_basis)
V_ex1 = coulomb(1, "exchange", final_basis)
V_ex3 = coulomb(3, "exchange", final_basis)
dipole = {q: one_body(block(np.kron(c_tensor(1, q), one2), D, P),
                      final_basis, ground_basis) for q in (-1, 0, 1)}
core_so = one_body(block(ls, P, P), final_basis, final_basis)
half16 = np.zeros((16, 16), complex)
half16[P, P] = P_half
Pf_half = 2 * np.eye(60) - one_body(half16, final_basis, final_basis)
Pf_three = np.eye(60) - Pf_half
assert np.allclose(Pf_half @ Pf_half, Pf_half, atol=1e-10)
# dipole exchange is built from the transition operators themselves
separable = sum(d @ d.conj().T for d in dipole.values())
assert np.allclose(V_ex1, separable - 0.4 * 9 * np.eye(60), atol=1e-10)

# ---------- model parameters in eV ----------
F2dd, F4dd, zeta_d, field = 10.0, 6.0, 0.1, 0.1
F2pd, G1, G3, zeta_p = 6.0, 4.0, 2.0, 12.0
cubic_split = 1.0
nh = 2
racah_b = F2dd / 49 - 5 * F4dd / 441
levels = np.linalg.eigvalsh(F2dd * dd2 + F4dd * dd4)
assert abs(levels[26] - levels[0] - 15 * racah_b) < 1e-9   # 3F to 3P

eg = np.zeros((8, 8), complex)
eg[5, 5] = 1
eg[np.ix_([3, 7], [3, 7])] = 0.5


def valence(split):
    h = zeta_d * ls + field * sz + split * np.kron(eg - 0.4 * one8, one2)
    return block(h, D, D)


ops_ground = {name: one_body(block(M, D, D), ground_basis, ground_basis)
              for name, M in (("S", sz), ("T", tz), ("L", lz))}


def hole_values(g):
    return {k: -np.vdot(g, M @ g).real for k, M in ops_ground.items()}


def projected(g):
    """Rows q=-1,0,1; columns core hole in 3/2, 1/2."""
    return np.array([[np.vdot(dipole[q] @ g, Pj @ dipole[q] @ g).real
                      for Pj in (Pf_three, Pf_half)] for q in (-1, 0, 1)])


def windows(H, g):
    """Same table from energy windows: 40 lower and 20 upper eigenstates."""
    e, U = np.linalg.eigh(H)
    assert e[40] - e[39] > 0.5
    rows = []
    for q in (-1, 0, 1):
        strength = abs(U.conj().T @ (dipole[q] @ g)) ** 2
        rows.append([strength[:40].sum(), strength[40:].sum()])
    return np.array(rows)


def apparent(table):
    A3, A2 = table[2] - table[0]
    return 3 * nh * (A3 - 2 * A2) / table.sum()


# the projected rule for arbitrary correlated d8 states
rng = np.random.default_rng(4)
for _ in range(5):
    g = rng.normal(size=45) + 1j * rng.normal(size=45)
    g /= np.linalg.norm(g)
    v = hole_values(g)
    table = projected(g)
    assert abs(apparent(table) - 2 * v["S"] - 7 * v["T"]) < 1e-10
    assert abs(table.sum() - 0.4 * nh) < 1e-10

# single determinant: spin-up holes in m=2 and m=1
det = np.zeros(45, complex)
det[ground_basis.index(full ^ (1 << 14) ^ (1 << 12))] = 1
det_table, det_v = projected(det), hole_values(det)
det_A3, det_A2 = det_table[2] - det_table[0]

print("d-d Slater integrals F2, F4 (eV):", F2dd, F4dd)
print("d spin-orbit constant, spin field (eV):", zeta_d, field)
print("core-valence F2, G1, G3 (eV):", F2pd, G1, G3)
print("core spin-orbit constant, edge splitting (eV):", zeta_p, 1.5 * zeta_p)
print("cubic splitting in second case (eV):", cubic_split)
print("number of d holes:", nh)
print("intensities below in units of the squared radial integral")
print(f"determinant: A3 {det_A3:.5f}, A2 {det_A2:.5f}, "
      f"Itot {det_table.sum():.5f}")
print(f"determinant holes: Sz {det_v['S']:.5f}, Tz {det_v['T']:.5f}, "
      f"2Sz+7Tz {2 * det_v['S'] + 7 * det_v['T']:.5f}")

couplings = {"none": 0 * V_direct, "direct": F2pd * V_direct,
             "exchange": G1 * V_ex1 + G3 * V_ex3}
couplings["complete"] = couplings["direct"] + couplings["exchange"]
errors, states = {}, {}
for case, split in (("no crystal field", 0.0), ("cubic field", cubic_split)):
    h = valence(split)
    Hg = F2dd * dd2 + F4dd * dd4 + one_body(h, ground_basis, ground_basis)
    e, U = np.linalg.eigh(Hg)
    assert e[1] - e[0] > 1e-3
    g = U[:, 0]
    v = hole_values(g)
    true = 2 * v["S"] + 7 * v["T"]
    Hval = one_body(h, final_basis, final_basis)
    H0 = zeta_p * core_so + Hval
    assert np.allclose(H0 @ Pf_three, Pf_three @ H0, atol=1e-10)
    states[case] = (g, Hval, true)
    print(f"[{case}] hole Sz {v['S']:.4f}, Tz {v['T']:.4f}, "
          f"Lz {v['L']:.4f}, 2Sz+7Tz {true:.4f}")
    ref = projected(g)
    for name, V in couplings.items():
        table = windows(H0 + V, g)
        A3, A2 = table[2] - table[0]
        err = apparent(table) - true
        errors[case, name] = err
        gain = A3 - (ref[2, 0] - ref[0, 0])
        assert abs(err - 9 * nh * gain / table.sum()) < 1e-9
        assert abs((A3 + A2) / table.sum() - v["L"] / (2 * nh)) < 1e-9
        share = table[:, 0].sum() / table.sum()
        print(f"  {name}: A3 {A3:.4f}, A2 {A2:.4f}, apparent "
              f"{true + err:.4f}, error {100 * err / true:.2f} %, "
              f"L3 share {share:.4f}")
    assert abs(errors[case, "none"]) < 1e-9
for name in ("direct", "exchange", "complete"):
    assert max(abs(errors[c, name]) for c in states) > 1e-3

# ---------- first-order weight transfer ----------
delta = 1.5 * zeta_p


def first_order(V, g):
    total = 0.0
    for q in (1, -1):
        x = dipole[q] @ g
        total += q * np.vdot(x, Pf_three @ V @ Pf_half @ x).real
    return -2 * total / delta


parts = {"F2": F2pd * V_direct, "G1": G1 * V_ex1, "G3": G3 * V_ex3}
step = 1e-3
for case, (g, Hval, true) in states.items():
    estimate = {}
    for name, V in parts.items():
        assert np.linalg.norm(V @ Pf_three - Pf_three @ V) > 0.1
        up, down = (windows(zeta_p * core_so + s * V, g)
                    for s in (step, -step))
        slope = ((up[2, 0] - up[0, 0]) - (down[2, 0] - down[0, 0])) / 2 / step
        assert abs(slope - first_order(V, g)) < 1e-7
        estimate[name] = 9 * nh * first_order(V, g) / (0.4 * nh)
    text = ", ".join(f"{k} {x:.4f}" for k, x in estimate.items())
    print(f"[{case}] first-order error in 2Sz+7Tz: {text}, "
          f"sum {sum(estimate.values()):.4f}; "
          f"full error {errors[case, 'complete']:.4f}")

# ---------- dependence on the core spin-orbit splitting ----------
for z in (6.0, 12.0, 24.0, 48.0, 1e4):
    line = []
    for case, (g, Hval, true) in states.items():
        H = z * core_so + Hval + couplings["complete"]
        err = apparent(windows(H, g)) - true
        line.append(f"{case} {100 * err / true:.3f} %")
        if z == 1e4:
            assert abs(err) < 5e-3
    print(f"edge splitting {1.5 * z:.0f} eV, error: " + ", ".join(line))

print("tests ok")
```

Running it gives:

```
d-d Slater integrals F2, F4 (eV): 10.0 6.0
d spin-orbit constant, spin field (eV): 0.1 0.1
core-valence F2, G1, G3 (eV): 6.0 4.0 2.0
core spin-orbit constant, edge splitting (eV): 12.0 18.0
cubic splitting in second case (eV): 1.0
number of d holes: 2
intensities below in units of the squared radial integral
determinant: A3 0.53333, A2 0.06667, Itot 0.80000
determinant holes: Sz 1.00000, Tz 0.14286, 2Sz+7Tz 3.00000
[no crystal field] hole Sz 0.9988, Tz 0.1728, Lz 3.0012, 2Sz+7Tz 3.2074
  none: A3 0.5427, A2 0.0575, apparent 3.2074, error 0.00 %, L3 share 0.9281
  direct: A3 0.5536, A2 0.0466, apparent 3.4527, error 7.65 %, L3 share 0.9417
  exchange: A3 0.5348, A2 0.0655, apparent 3.0291, error -5.56 %, L3 share 0.9182
  complete: A3 0.5468, A2 0.0534, apparent 3.2998, error 2.88 %, L3 share 0.9332
[cubic field] hole Sz 0.9916, Tz 0.0051, Lz 0.3819, 2Sz+7Tz 2.0188
  none: A3 0.1406, A2 -0.0643, apparent 2.0188, error -0.00 %, L3 share 0.7356
  direct: A3 0.1363, A2 -0.0599, apparent 1.9204, error -4.87 %, L3 share 0.7574
  exchange: A3 0.1389, A2 -0.0625, apparent 1.9795, error -1.95 %, L3 share 0.7310
  complete: A3 0.1349, A2 -0.0585, apparent 1.8899, error -6.39 %, L3 share 0.7544
[no crystal field] first-order error in 2Sz+7Tz: F2 0.2690, G1 -0.2301, G3 0.0285, sum 0.0674; full error 0.0924
[cubic field] first-order error in 2Sz+7Tz: F2 -0.0945, G1 -0.0272, G3 -0.0047, sum -0.1265; full error -0.1289
edge splitting 9 eV, error: no crystal field 7.171 %, cubic field -12.694 %
edge splitting 18 eV, error: no crystal field 2.882 %, cubic field -6.387 %
edge splitting 36 eV, error: no crystal field 1.247 %, cubic field -3.172 %
edge splitting 72 eV, error: no crystal field 0.574 %, cubic field -1.577 %
edge splitting 15000 eV, error: no crystal field 0.003 %, cubic field -0.008 %
tests ok
```
